# Finest Mask Period Recoverable 20 nm from a Near-Field Mask

## Question

A periodic mask is lit from behind, and a thin light-sensitive layer lies 20 nm beyond its exit face. The mask structure is much finer than the wavelength, so its pattern is carried by fields that die away with distance. Suppose that a harmonic of the field is still useful if its amplitude has fallen by no more than a factor of 100. What is the finest mask period that can be recovered at the layer, how does it scale with distance and with the allowed fall, and how far do real conditions move it?

## Answer

### How a harmonic decays

Let $x$ run along the mask period $p$, let $z$ point away from the mask, and put the exit face at $z=0$. The structure is uniform along $y$, and the fields vary in time as $e^{-i\omega t}$. The algebra uses atomic units with Maxwell's equations in Gaussian form, so the speed of light is $1/\alpha$, with $\alpha$ the fine-structure constant, and the vacuum wavenumber is $k_0=\alpha\omega$. The final formulas contain only ratios of lengths, so nanometres can be inserted directly.

In a uniform, non-magnetic medium of refractive index $n$, Maxwell's equations read

$$\nabla\times\mathbf E=ik_0\mathbf H,\qquad \nabla\times\mathbf H=-ik_0n^2\mathbf E .$$

Taking the curl of the first and inserting the second gives $\nabla\times(\nabla\times\mathbf E)=n^2k_0^2\mathbf E$. There is no free charge below the mask, so $\nabla\cdot\mathbf E=0$ and the double curl equals $-\nabla^2\mathbf E$. Hence each Cartesian component obeys

$$\nabla^2E+n^2k_0^2E=0 .$$

At normal incidence the field has the period of the mask, and it is a sum of harmonics $f_m(z)\,e^{imKx}$ with $K=2\pi/p$. Two derivatives along $x$ give $-m^2K^2$, so

$$f_m''=q_m^2f_m,\qquad q_m=\sqrt{m^2K^2-n^2k_0^2}.$$

With nothing below to send light back, the growing solution is absent and $f_m(z)=f_m(0)e^{-q_mz}$. For a transparent medium $q_m$ is real when $p/|m|$ is smaller than the wavelength in the medium, $\lambda/n$. The harmonic is then evanescent.

If the period is far below $\lambda/n$, then $K\gg nk_0$ and $q_m\to|m|K$. This is the quasistatic limit: the wavelength has dropped out, and the field obeys Laplace's equation, as an electrostatic field would. The fundamental, $m=1$, falls as

$$\frac{E_1(z)}{E_1(0)}=e^{-Kz}=e^{-2\pi z/p}.$$

The third harmonic falls as the cube of this factor. When the fundamental is down to $10^{-2}$, the third harmonic is down to $10^{-6}$. What survives near the limit is therefore a nearly sinusoidal pattern: the period is recovered, but the sharp edges of the mask openings are not.

### The estimate

Let $F$ be the largest allowed fall in field amplitude. The finest period is the one that just uses up this allowance:

$$e^{-2\pi z/p_{\min}}=\frac1F .$$

Taking logarithms gives $2\pi z/p_{\min}=\ln F$, and so

$$\boxed{p_{\min}=\frac{2\pi z}{\ln F}}$$

For $z=20$ nm and $F=100$,

$$p_{\min}=\frac{2\pi\times20\ \text{nm}}{4.605}=27.3\ \text{nm},$$

or 273 Å. The half-period, which is the line width for equal lines and spaces, is 13.6 nm. The decay constant is $K=4.605/20=0.230$ nm$^{-1}$, so the field falls by a factor $e$ in every 4.34 nm.

A numerical test reached this period without assuming the exponential law. Alternating line charges, spaced by half a period, were placed 5 nm behind the mask plane, and their Coulomb fields were summed directly. The period at which the fundamental of $E_x$ fell a hundredfold between $z=0$ and $z=20$ nm came out as 27.29 nm, the same as the formula gives to the digits shown.

### How it scales

The period is proportional to the distance. Halving the spacing to 10 nm halves the finest period to 13.6 nm, with $F$ held fixed.

The dependence on the allowed fall is only logarithmic. Raising $F$ from 100 to 10,000 doubles $\ln F$ and halves the period, but leaves a field a hundred times weaker. Distance is thus a far more effective lever than sensitivity.

The same exponential makes the exposure sensitive to spacing. At the 27.3 nm period, one extra nanometre of the same medium reduces the harmonic by a factor $e^{K\times1\,\text{nm}}=1.26$. An uneven gap therefore becomes an uneven pattern.

It matters that $F$ refers to the field. If it is the squared harmonic that may fall a hundredfold, the field may fall only tenfold. Then $\ln F$ is halved and the finest period is 54.6 nm.

A plasmonic mask can be put in the same terms. Suppose a resonance raises the chosen harmonic at the exit face by a factor $G$, while the smallest useful amplitude at the layer stays the same. The allowed fall becomes $GF$, and

$$p_{\min}=\frac{2\pi z}{\ln F+\ln G}.$$

With $G=10$ and $F=100$ the period shrinks by the factor $\ln100/\ln1000=2/3$, to 18.2 nm. The resonance raises the starting amplitude; it does not slow the decay in the uniform medium beyond the mask.

### What the resist records

A resist responds to $|\mathbf E|^2$, not to a field harmonic by itself. Take a single static harmonic with potential $\phi=(A/K)\cos(Kx)\,e^{-Kz}$. From $\mathbf E=-\nabla\phi$,

$$E_x=A\sin(Kx)\,e^{-Kz},\qquad E_z=A\cos(Kx)\,e^{-Kz}.$$

The sum of squares is $A^2e^{-2Kz}$, which does not depend on $x$. In a uniform medium, a single static harmonic with its field in the $xz$ plane (light polarized across the lines, the case used from here on) therefore leaves no fringes at all. A harmonic polarized along the lines, $E_y\propto\cos(Kx)\,e^{-Kz}$, decays at the same rate but has no second component, so on its own it gives full-contrast fringes of period $p/2$.

Fringes of period $p$ appear when a uniform, coherent field $E_0$ along $x$ is also present, such as light transmitted straight through the mask. Write $E_1=Ae^{-Kz}$ and let the two fields be in phase at the layer. Then

$$|\mathbf E|^2=(E_0+E_1\sin Kx)^2+E_1^2\cos^2Kx=E_0^2+E_1^2+2E_0E_1\sin Kx .$$

The maximum and minimum are $E_0^2+E_1^2\pm2E_0E_1$. The fringe contrast, their difference divided by their sum, is

$$C=\frac{2a}{1+a^2},\qquad a=\frac{E_1}{E_0}.$$

For small $a$ the contrast is linear in the surviving field, which is why a limit set on field amplitude is a sensible one here. If the background equals the fundamental at the mask, then $a=0.01$ at the layer and $C=2.0\%$.

A phase difference $\delta$ between the two fields multiplies the cross term, and so the contrast, by $\cos\delta$. The background is a travelling wave and gains a phase $nk_0z$ on the way down, while an evanescent harmonic in a transparent medium gains none. For the example below this phase is $1.70\times0.01721\times20=0.59$ rad. If the fields are in phase at the mask instead of at the layer, the contrast drops to about $0.83\times2.0\%=1.7\%$.

### The finite wavelength, and the opposite limit

Take exposure at 365 nm in a resist of index about 1.70, with a small imaginary part of about 0.02 for absorption. The wavelength in the resist is 215 nm, well above 27 nm. To include retardation in a transparent medium, set the full decay constant equal to $\ln F/z$:

$$K^2-n^2k_0^2=\left(\frac{\ln F}{z}\right)^2
\quad\Rightarrow\quad
p_{\min}=\frac{2\pi}{\sqrt{(\ln F/z)^2+n^2k_0^2}} .$$

Retardation slows the decay slightly, so the true limit is a little finer than the static one. The small parameter is $nk_0z/\ln F=0.127$. Expanding the square root gives a relative shift of $-\tfrac12(0.127)^2=-0.8\%$. The numerical solution with absorption included gives 27.1 nm, a shift of $-0.80\%$ relative to the static value. Both round to 27 nm.

The correction grows with distance. When $nk_0z\gg\ln F$, the first term under the root is negligible and $p_{\min}\to2\pi/(nk_0)=\lambda/n$, which is 215 nm here if absorption is neglected. This is the opposite limit: far from the mask in a transparent medium, the finest period is set by the wavelength and no longer by the distance. In the absorbing resist, the loss over several micrometres would make the finest period grow again. The two terms are equal at $z=\ln F/(nk_0)=157$ nm for $F=100$. There the static formula would give 215 nm, while the full one gives $215/\sqrt2=152$ nm. The linear law thus belongs to distances well below about 150 nm in this example.

### An interface near the layer

The estimate assumes a uniform medium below the mask. A substrate or an air gap changes the in-plane field even though the total distance is the same.

For the polarization considered, the fields are $E_x$, $E_z$ and $H_y$. The $x$ component of the second Maxwell equation is $-\partial_zH_y=-ik_0\varepsilon E_x$, with $\varepsilon=n^2$. A decaying wave $E_x=ae^{-qz}$ therefore has $H_y=-ik_0(\varepsilon/q)ae^{-qz}$, and a growing wave has the opposite sign. Define $Y=\varepsilon/q$.

Let medium 2 begin at depth $d$. At the interface let the arriving, reflected and transmitted parts of $E_x$ be in the ratio $1:r:t$. Continuity of $E_x$ and $H_y$ requires

$$1+r=t,\qquad Y_1(1-r)=Y_2t .$$

Eliminating $t$ gives $Y_1-Y_2=r(Y_1+Y_2)$, so

$$r=\frac{Y_1-Y_2}{Y_1+Y_2}.$$

If the downward wave has amplitude $a$ at the mask, it arrives as $ae^{-q_1d}$, and its reflection returns to the mask as $are^{-2q_1d}$. The ratio of total fields is

$$\frac{E_x(d)}{E_x(0)}=\frac{(1+r)\,e^{-q_1d}}{1+r\,e^{-2q_1d}} .$$

With equal media $r=0$ and the simple decay returns.

**Bare silicon at 20 nm.** At 365 nm the index of silicon is roughly $6.5+2.7i$. In the static limit both decay constants equal $K$, so $1+r=2\varepsilon_1/(\varepsilon_1+\varepsilon_2)$. Its magnitude is about 0.11, because the permittivity of silicon is so much larger than that of the resist. The in-plane harmonic is nearly shorted out at the surface. At the 27.3 nm period the full formula gives a survival of $1.1\times10^{-3}$ instead of $10^{-2}$, and the hundredfold criterion is met only at 51.9 nm. This applies to $E_x$ right at an oxide-free silicon surface, and it is a fragile number. The index of silicon varies steeply near 365 nm, and values of $6.0+3.0i$ or $6.9+2.1i$ give about 50 and 55 nm. With 2 nm of oxide on the silicon, the criterion at the oxide surface is met at about 29 nm. A few nanometres above it the reflected part has decayed and cancels less of the arriving field. For the average of $E_x$ over a 5 nm layer centred at 20 nm and resting on silicon, the hundredfold criterion is met at about 29 nm. The substrate also weakens the background field, to about 0.39 of its value at the mask, so the fringe contrast need not follow the harmonic. With background and fundamental equal and in phase at the mask, the contrast of that 5 nm layer at the 27.3 nm period is about 3.2% on silicon, against 1.9% in uniform resist.

**A 5 nm air gap.** Let the first 5 nm of the 20 nm be air and the rest resist. The static interface factor is $1+r=2/(1+2.89)=0.51$, and the reflection back to the mask raises it slightly, to about 0.54. The gap thus costs nearly half of the field, in addition to the decay. The finest period rises to 31.1 nm.

### Blur in the resist

Chemical species that move sideways after exposure also wash out the pattern. Model this as a Gaussian blur of standard deviation $\sigma$ within a thin imaging layer, with no mixing in depth. A fringe $\sin Kx$ is then multiplied by

$$g(K)=\int_{-\infty}^{\infty}G(u)\cos(Ku)\,du,$$

where $G$ is the normalized Gaussian; the sine part vanishes by symmetry. Differentiate with respect to $K$, use $uG=-\sigma^2G'$, and integrate by parts:

$$g'=-\int uG\sin(Ku)\,du=\sigma^2\int G'\sin(Ku)\,du=-\sigma^2K\,g .$$

Since $g(0)=1$, the solution is $g=e^{-K^2\sigma^2/2}$. Now let the combined loss from decay and blur be the factor $F$:

$$Kz+\tfrac12K^2\sigma^2=\ln F
\quad\Rightarrow\quad
K=\frac{-z+\sqrt{z^2+2\sigma^2\ln F}}{\sigma^2}.$$

The positive root is taken because $K>0$. For a rough value $\sigma=5$ nm,

$$K=\frac{-20+\sqrt{400+50\times4.605}}{25}=0.204\ \text{nm}^{-1},$$

which gives a period of 30.8 nm. At the original 27.3 nm period, blur alone would cut the fringe to 0.515 of its unblurred amplitude.

Blur also ends the linear gain from moving closer. As $z\to0$ the root tends to $K=\sqrt{2\ln F}/\sigma$, so the period approaches $2\pi\sigma/\sqrt{2\ln F}$, about 10 nm here, instead of zero.

In a uniform medium the thickness of the layer matters less. Averaging $e^{-Kz}$ over a layer of thickness $t$ centred at 20 nm multiplies the mid-plane value by $\sinh(Kt/2)/(Kt/2)$. For $t=5$ nm this is 1.056, a gain of about 6% in signal. The top of the layer does receive a harmonic about 3.2 times stronger than the bottom.

### Is a hundredfold fall really usable?

Photon statistics give a scale for this. Take a dose of 20 mJ/cm² at the imaging layer. A square one half-period wide has area $(13.64\ \text{nm})^2=1.86\times10^{-12}$ cm² and receives $3.7\times10^{-14}$ J. At 3.397 eV per photon, that is about 68,000 photons. The absorption coefficient is $4\pi\,\mathrm{Im}(n)/\lambda$, so a 5 nm layer absorbs

$$\frac{4\pi\times0.02\times5}{365}=0.344\%$$

of them, or 236 photons. Their Poisson noise is $1/\sqrt{236}=6.5\%$ of the mean.

The signal is smaller. The average of $\sin Kx$ over its positive half-period is $2/\pi$, so a bright strip exceeds the mean dose by $(2/\pi)\times2.0\%=1.27\%$. Noise equals this signal when the number of absorbed photons is $1/(0.01273)^2\approx6170$. Along a strip one half-period wide, that takes a length of $13.64\times6170/236\approx357$ nm. For a signal three times the noise, the length is nine times greater, about 3.2 µm. These lengths assume that the fields are in phase at the layer and that every absorbed photon is recorded. With the phase factor 0.83 found above, the 357 nm becomes about 0.5 µm. If only a fraction $\eta$ of absorbed photons produces a chemical change, the lengths grow by a further factor $1/\eta$.

So at this dose and absorption, a 27 nm grating could be detected by averaging along its lines, but its lines would not be well defined point by point. If the field falls only tenfold, at the 54.6 nm period, the contrast is about 20% and the strip signal about 12.6%. The half-period square has four times the area and absorbs about 940 photons, with 3.3% noise. The signal then exceeds the noise within one square.

### Comparison with a real exposure

The example is set in the regime of near-field contact exposure with the 365 nm mercury line. The resist and silicon indices, the blur and the dose are rough typical values; real resists differ, especially in absorption and blur. The 20 nm spacing, the 5 nm imaging layer and the index-matched organic material beneath it are demanding choices, and a thicker resist or imperfect contact would increase the working distance. Taken one at a time, with the total distance and $F$ held fixed, a 5 nm air gap moves the limit from 27 to 31 nm. Bare silicon moves it to 52 nm for $E_x$ exactly at the silicon surface, but only to about 29 nm for the average over a 5 nm layer resting on the silicon. Lateral blur of 5 nm moves it to 31 nm. The combined effect was not calculated. The 27 nm figure is therefore a decay limit for good contact and matched materials, not a design rule for printable lines. The numerical output below lists the values used.

## Table of computed values

```
distance from mask: 20.0 nm
allowed fall of field harmonic: 100 times
natural log of allowed fall: 4.6052
static decay constant K: 0.2303 1/nm
static 1/e decay length: 4.34 nm
finest period, static formula: 27.29 nm
same period: 272.9 angstrom
finest period, direct line-charge sum: 27.29 nm
half-period: 13.64 nm
period if squared harmonic falls 100 times: 54.58 nm
field loss per extra nm of spacing: 1.259 times
third-harmonic survival at 20 nm: 1.00e-06
wavelength: 365 nm
photon energy: 3.397 eV
vacuum wavenumber k0: 0.01721 1/nm
resist index: 1.70 + 0.02 i
wavelength in resist: 214.7 nm
ratio n k0/K: 0.1271
finest period with retardation: 27.07 nm
retardation shift: -0.80 %
|E|^2 contrast without background: 2.0e-05
fringe contrast with background: 2.00 %
silicon index: 6.5 + 2.7 i
Ex survival on silicon, static period: 1.07e-03
finest period on bare silicon: 51.9 nm
air gap within the 20 nm: 5.0 nm
finest period with air gap: 31.1 nm
lateral blur sigma: 5.0 nm
blur factor at static period: 0.515
finest period with blur: 30.8 nm
imaging layer thickness: 5.0 nm
layer average over mid-plane harmonic: 1.056
dose at imaging layer: 20 mJ/cm2
absorbed fraction in layer: 0.344 %
absorbed photons per half-period square: 236
photon noise per square: 6.5 %
mean signal per square: 1.27 %
photons for noise equal to signal: 6170
line length for noise equal to signal: 357 nm
```
